# One-to-three splitting of germanium's L valleys by pure shear

## Shear strain and the L valleys of germanium

A band-edge model that contains the volume strain alone predicts no effect when a crystal is sheared at constant volume. For the conduction band of germanium this prediction can fail. The four lowest valleys lie along different cube diagonals, and a suitable shear stretches one diagonal while it shortens the others. In a pressure cell whose stress is not hydrostatic, the band gap can then depend on more than the pressure, and the electrons need not be shared equally among the valleys. In the example below, a uniaxial compression of 0.60 GPa along $[111]$ separates the valleys by about 64 meV, more than twice the thermal energy at room temperature.

### Strain, valleys and the claim

A homogeneous strain moves a lattice point from $\mathbf r_0$ to

$$\mathbf r=(1+e)\,\mathbf r_0, \tag{1}$$

where $e$ is a symmetric tensor with small components. The strain considered here is

$$e_{xy}=e_{yz}=e_{zx}=\varepsilon,\qquad e_{xx}=e_{yy}=e_{zz}=0. \tag{2}$$

Its trace vanishes, so the volume is unchanged to first order. These are tensor components; the engineering shear is $\gamma_{xy}=2e_{xy}$.

With $a$ the cubic lattice constant, the L points of the unstrained crystal are

$$\mathbf k_i=\frac{\pi}{a}(s_1,s_2,s_3),\qquad \mathbf n_i=\frac{1}{\sqrt3}(s_1,s_2,s_3),\qquad s_j=\pm1. \tag{3}$$

There are eight sign choices, but $2\mathbf k_i=(2\pi/a)(s_1,s_2,s_3)$ is a reciprocal-lattice vector of the face-centred cubic lattice. Hence $\mathbf k_i$ and $-\mathbf k_i$ are the same point, and four valleys remain: $[111]$, $[\bar111]$, $[1\bar11]$ and $[11\bar1]$. The claim is that, to first order in $\varepsilon$,

$$E_{[111]}-E_{\text{other three}}=\tfrac83\,\Xi_u\,e_{xy}, \tag{4}$$

where $\Xi_u$ is a material constant defined in (13).

### The valley stays at the L point

A homogeneous strain turns one perfect lattice into another. Since $e$ is symmetric, reciprocal-lattice vectors and L points become

$$\mathbf G'=(1+e)^{-1}\mathbf G,\qquad \mathbf k_i'=(1+e)^{-1}\mathbf k_i, \tag{5}$$

which leaves all products $\mathbf G\cdot\mathbf R$ with lattice vectors $\mathbf R$ unchanged. Two different L points differ by a vector such as $(2\pi/a)(1,0,0)$, which is not a reciprocal-lattice vector. Their states therefore have different crystal momenta, and the strain does not mix them.

The strained crystal also keeps its inversion centre. It has two identical atoms per cell, and inversion about the midpoint between them exchanges the two, even if the strain has changed their separation. Thus $E(\mathbf k)=E(-\mathbf k)$. Since $2\mathbf k_i'$ is a reciprocal-lattice vector,

$$E(\mathbf k_i'+\mathbf q)=E(-\mathbf k_i'-\mathbf q)=E(\mathbf k_i'-\mathbf q). \tag{6}$$

The L edge is a single orbital level, separated from its neighbours, so $E$ is smooth there. A smooth even function of $\mathbf q$ has zero gradient at $\mathbf q=0$. The edge remains stationary at the strained L point, and by continuity it remains a minimum while the strain is small. The shift of the valley is therefore the shift of one level at a known wavevector.

### The first-order shift

Let $H=p^2/2m+V_e(\mathbf r)$ be the one-electron Hamiltonian of the strained crystal. In the coordinates $\mathbf r_0$ of (1), the momentum is $\mathbf p=(1+e)^{-1}\mathbf p_0$, and

$$\frac{p^2}{2m}=\frac{1}{2m}\,\mathbf p_0\cdot(1+e)^{-2}\,\mathbf p_0
=\frac{p_0^2}{2m}-\frac1m\sum_{ab}e_{ab}\,p_{0a}p_{0b}+O(e^2), \tag{7}$$

because $(1+e)^{-2}=1-2e+O(e^2)$. In these coordinates the potential has the period of the unstrained lattice, and its expansion is

$$V_e\big((1+e)\mathbf r_0\big)=V_0(\mathbf r_0)+\sum_{ab}e_{ab}V_{ab}(\mathbf r_0)+O(e^2). \tag{8}$$

The Bloch phase is also unchanged, since $\mathbf k_i'\cdot\mathbf r=\mathbf k_i\cdot\mathbf r_0$. Ordinary first-order perturbation theory for the normalized state $\psi_i$ then gives

$$\delta E_i=\sum_{ab}D^i_{ab}e_{ab},\qquad
D^i_{ab}=\Big\langle\psi_i\Big|-\frac{p_{0a}p_{0b}}{m}+V_{ab}\Big|\psi_i\Big\rangle . \tag{9}$$

Since $e_{ab}=e_{ba}$, the tensor $D^i$ can be taken as symmetric. With spin included, the level is a pair that inversion and time reversal together keep degenerate in the strained crystal. Both members have the same shift, and the form of (9) survives.

The strain may also displace one sublattice against the other. To first order the displacement is linear in $e$, so its effect on the potential belongs to $V_{ab}$. It changes the value of $D^i$ but not the argument that follows.

### Symmetry leaves two constants

Let $R$ be the rotation or reflection part of a symmetry operation of the unstrained crystal. Applying it to the whole strained crystal turns $e$ into $ReR^T$ and valley $i$ into the valley along $R\mathbf n_i$, written $Ri$. Energies do not change, so

$$\mathrm{Tr}\big(D^{Ri}\,ReR^T\big)=\mathrm{Tr}\big(D^i e\big)\quad\text{for every } e,
\qquad\text{hence}\qquad D^{Ri}=R\,D^iR^T. \tag{10}$$

Take first a rotation $R$ by $120^\circ$ about $\mathbf n_i$. It keeps the valley in place, so (10) gives $RD^i=D^iR$. Two consequences follow.

First, $R(D^i\mathbf n_i)=D^iR\mathbf n_i=D^i\mathbf n_i$. The vector $D^i\mathbf n_i$ is unchanged by the rotation and must lie along the axis:

$$D^i\mathbf n_i=\alpha\,\mathbf n_i. \tag{11}$$

Second, the symmetric tensor $D^i$ maps the plane normal to $\mathbf n_i$ into itself, and has a real eigenvector $\mathbf v$ there, with eigenvalue $\beta$. Then

$$D^i(R\mathbf v)=R(D^i\mathbf v)=\beta\,(R\mathbf v). \tag{12}$$

The vectors $\mathbf v$ and $R\mathbf v$ enclose $120^\circ$ and span the plane, so $D^i$ equals $\beta$ throughout it. Combining (11) and (12),

$$D^i=\beta\,(1-\mathbf n_i\mathbf n_i^T)+\alpha\,\mathbf n_i\mathbf n_i^T
=\Xi_d\,1+\Xi_u\,\mathbf n_i\mathbf n_i^T,\qquad \Xi_d=\beta,\quad \Xi_u=\alpha-\beta. \tag{13}$$

Cubic operations carry any L valley into any other. By (10) they change $\mathbf n_i$ in (13) into $R\mathbf n_i$ and leave both constants alone. Inserting (13) in (9) gives, for all four valleys,

$$\boxed{\;\delta E_i=\Xi_d\,\mathrm{Tr}\,e+\Xi_u\,\mathbf n_i\cdot e\,\mathbf n_i\;} \tag{14}$$

To first order, the number $\mathbf n_i\cdot e\,\mathbf n_i$ is the relative change of length along the valley axis. The constant $\Xi_u$ is thus the energy per unit stretch along that axis, beyond what a stretch in any direction contributes through $\Xi_d$. A common shift of the energy zero enters $\Xi_d$ and cancels in differences between valleys.

### The splitting

For the strain (2) and the axes (3), each off-diagonal component occurs twice in the double sum:

$$\mathbf n_i\cdot e\,\mathbf n_i=\frac{2\varepsilon}{3}\,(s_1s_2+s_2s_3+s_3s_1). \tag{15}$$

For $[111]$ the bracket is $1+1+1=3$. If one sign is reversed, two products are $-1$ and one is $+1$, so the bracket is $-1$. With $\mathrm{Tr}\,e=0$, equation (14) gives

$$\delta E_{[111]}=2\,\Xi_u\varepsilon,\qquad
\delta E_{\text{other three}}=-\tfrac23\,\Xi_u\varepsilon. \tag{16}$$

The difference is $(2+\tfrac23)\,\Xi_u\varepsilon=\tfrac83\,\Xi_u e_{xy}$, which is (4). In terms of the engineering shear it is $\tfrac43\,\Xi_u\gamma_{xy}$. To first order the mean of the four energies does not move, since $2-3\times\tfrac23=0$.

The principal strains give the same numbers. The tensor (2) has eigenvalue $2\varepsilon$ along $[111]$ and $-\varepsilon$ in all directions normal to it. Another valley axis makes an angle $\theta$ with $[111]$, where $\cos^2\theta=\tfrac19$, and its stretch is $\tfrac19(2\varepsilon)-\tfrac89\varepsilon=-\tfrac23\varepsilon$. For $\Xi_u>0$, stretching along $[111]$ raises the single valley and compression lowers it.

Other strains give other patterns. If only $e_{xy}$ is present, $\mathbf n_i\cdot e\,\mathbf n_i=\tfrac23s_1s_2e_{xy}$. Two valleys then rise and two fall, with a separation of $\tfrac43\Xi_ue_{xy}$. If $e$ is diagonal, $\mathbf n_i\cdot e\,\mathbf n_i=\tfrac13\mathrm{Tr}\,e$ for every valley, and there is no splitting to first order.

The factor $\tfrac83$ is a first-order result, but the grouping into one and three is not limited to first order. The strain (2) keeps the threefold axis along $[111]$, and rotation about it permutes the other three valleys. They stay degenerate at finite strain as long as the atoms inside the cell keep that axis too.

### A test on a model crystal

The law can be tested on a crystal whose strained Hamiltonian is diagonalized directly. The model uses a local empirical pseudopotential of germanium type, with $a=5.66$ Å and form factors of $-0.23$, $0.01$ and $0.06$ Ry at squared wavevectors 3, 8 and 11 in units of $(2\pi/a)^2$. A cubic spline in the magnitude of the wavevector, with zero slope at both ends, joins these points, runs to $-0.56$ Ry at zero wavevector and vanishes from 14 upward. Strain probes the slope of this curve, which the three form factors do not fix. There are 138 plane waves at each L point. Spin-orbit coupling and nonlocal potentials are left out.

The sublattices are displaced relative to each other by $-\zeta(a/2)(e_{yz},e_{zx},e_{xy})$. For $\zeta=0$ the atoms follow (1), while for $\zeta=1$ a strain without diagonal components, such as (2), keeps the bond lengths to first order. The constant $\Xi_u$ is taken from a strain with $e_{xy}$ alone, and must then predict the splitting under the full strain (2):

| $\zeta$ | $\Xi_u$ (eV) | splitting$/\varepsilon$ (eV) | splitting$/(\Xi_u\varepsilon)$ |
|---|---|---|---|
| 0 | 10.74 | 28.65 | 2.66667 |
| 0.5 | 13.38 | 35.69 | 2.66667 |

The ratio is $\tfrac83$ in both rows, although $\Xi_u$ itself changes by a quarter. The last digits of the energies are not converged: a larger plane-wave basis lowers both values of $\Xi_u$ by about 0.01 eV and both splittings per unit strain by 0.02 to 0.03 eV. The sublattice displacement thus alters the constant and leaves the law intact, as argued after (9). A deformation potential to be used for a real crystal must include this relaxation. With $\Xi_d$ taken from a strain $e_{xx}$ alone, (14) also reproduces the shifts of all four valleys under three random strains, with a largest error of $3\times10^{-6}$ eV per unit strain.

At $\varepsilon=0.02$ and $\zeta=0.5$, the three equivalent valleys agree within $10^{-13}$ eV, which is rounding error. At the smaller strain of the example below, the gradient of the single valley is $2\times10^{-12}$ eV per $2\pi/a$ at the strained L point, against 0.58 in the same units at nine tenths of the way from the zone centre. Its masses there, in units of $m$, are 1.41 along the valley axis and 0.09 in the two directions across it. All are positive, so the stationary point is a minimum. The numerical output lists 1.33 for the first mass, because its finite steps along the cube axes let the steep transverse directions disturb the small curvature along the valley axis.

### Compression along [111]

A uniaxial stress $\sigma$ along $[111]$, negative for compression, has the components $\sigma_{ab}=\sigma n_an_b=\sigma/3$ for all $a,b$. Hooke's law for a cubic crystal reads $\sigma_{xy}=2C_{44}e_{xy}$ for the shear part. For equal diagonal strains it reads $\sigma_{xx}=(C_{11}+2C_{12})e_{xx}$. Therefore

$$e_{xy}=\frac{\sigma}{6C_{44}},\qquad \mathrm{Tr}\,e=\frac{\sigma}{C_{11}+2C_{12}}. \tag{17}$$

The equal diagonal strains move all L valleys together, by (14). The splitting follows from (4):

$$E_{[111]}-E_{\text{other three}}=\frac83\,\Xi_u\,\frac{\sigma}{6C_{44}}=\frac{4\,\Xi_u\,\sigma}{9\,C_{44}}. \tag{18}$$

Take $\sigma=-0.60$ GPa and, as assumed inputs of a realistic size for germanium, $\Xi_u=16$ eV and $C_{11},C_{12},C_{44}=129,48,67$ GPa. Then

$$e_{xy}=\frac{-0.60}{6\times67}=-1.49\times10^{-3},\qquad
\mathrm{Tr}\,e=\frac{-0.60}{225}=-2.67\times10^{-3}. \tag{19}$$

Apart from the common shift due to the trace, the single valley moves by $2\times16\ \text{eV}\times(-1.49\times10^{-3})=-48$ meV and the other three by $+16$ meV. The splitting is $-64$ meV, with the single valley lowest. These shifts are not the change of the band gap, which also contains the trace terms and the shift and splitting of the valence-band edge.

If the electrons are dilute and all valleys have the same density of states, each valley's population is proportional to $\exp(-E_i/k_BT)$. With $\Delta=64$ meV the height of the triplet above the single valley, the share of the latter is

$$f=\frac{1}{1+3e^{-\Delta/k_BT}}. \tag{20}$$

At 300 K, $k_BT=25.9$ meV and $\Delta/k_BT=2.46$, so $f=0.80$, compared with 0.25 without strain. Tension reverses the sign of $\Delta$. For large stress of that sign $f$ tends to zero and each of the other valleys holds one third of the electrons, so that compression and tension are not mirror images in the populations.

### What the estimate leaves out

The following sizes refer to the same stress and temperature.

- **Nonlinear strain.** In the model crystal with $\zeta=0.5$, the splitting for the pure shear $\varepsilon=e_{xy}$ of (19) differs from its linear value by $-0.1\%$. With the volume strain of (19) included, the difference is $-0.2\%$. A spline in the squared wavevector through the same form factors gives $-0.2\%$ and $-0.3\%$, so only the order of magnitude is meaningful. These figures describe the band energies at a given strain. The strain itself was taken from linear elasticity, and nonlinear elasticity can change it by a few tenths of a percent at this stress.
- **Fermi statistics.** At $10^{16}$ electrons per cm³, the share $f$ changes by about $-2\times10^{-4}$.
- **Valley masses.** Strain also changes the masses. In the model crystal with $\zeta=0.5$, under the pure shear of (19), each valley of the triplet has a density of states about 0.5% larger than that of the single valley. This lowers $f$ by slightly less than $10^{-3}$. The figure depends on the curve through the form factors; a spline in the squared wavevector gives about 0.4%.
- **Other conduction valleys.** Rough unstrained heights above L are 0.14 eV for the $\Gamma$ valley and 0.19 eV for the $\Delta$ valleys near the cube axes. With rough pressure shifts relative to L of $+0.08$ and $-0.07$ eV/GPa, and a mean pressure of 0.20 GPa, they lie about 0.20 and 0.22 eV above the lowered L valley. Their electrons amount to about $2\times10^{-5}$ and $2\times10^{-3}$ of those in the L valleys.
- **Direction of the stress.** A tilt of $2^\circ$ from $[111]$ toward $[001]$ removes the threefold axis and spreads the triplet by 2.3 meV. The separation of the single valley from the mean of the triplet changes by 0.1 meV.

For real germanium the input $\Xi_u$ matters more than these corrections. The splitting is proportional to it, so each electronvolt of error moves the result by 4 meV. The model crystal's 13.4 eV would give 53 meV instead of 64 meV; that value carries the omissions named above and is not a measurement. It also depends on the model's inputs: a change of $\zeta$ by 0.1 moves it by about 0.5 eV, and a change of the assumed potential at zero wavevector by 0.1 Ry moves it by about 0.4 eV. The choice of curve through the same form factors matters more: a spline in the squared wavevector gives 12.3 eV and an Akima interpolation 16.9 eV. The model therefore tests the form of the law and does not fix $\Xi_u$ to better than a few electronvolts. The stress in a pressure cell may also be non-uniform. Equation (18) gives 106 meV per GPa of uniaxial stress along $[111]$, so a variation of 0.1 GPa across the sample spreads the splitting by about 11 meV. If the strain varies over distances comparable with the lattice constant, crystal momentum is no longer conserved, the valleys can mix, and the argument from (5) onward does not apply.

The numerical output that follows lists the main computed values.

## Calculated quantities

```
symmetry operations keeping the [111] axis: 12
independent invariant strain tensors: 2
model: plane waves per L point: 138
model: L edge above valence level at L: 2.043 eV
model: next level above L edge: 3.266 eV
model zeta=0.0: Xi_u from e_xy alone: 10.742 eV
  single-valley shift per unit e: 21.484 eV
  triple-valley shift per unit e: -7.161 eV
  splitting per unit e: 28.646 eV
  splitting/(Xi_u e): 2.66667 (8/3 = 2.66667)
  worst miss, random strains: 3.3e-06 eV per unit strain
model zeta=0.5: Xi_u from e_xy alone: 13.383 eV
  single-valley shift per unit e: 26.767 eV
  triple-valley shift per unit e: -8.922 eV
  splitting per unit e: 35.689 eV
  splitting/(Xi_u e): 2.66667 (8/3 = 2.66667)
  worst miss, random strains: 2.6e-06 eV per unit strain
model, e=0.02: spread inside triplet: 1.2e-14 eV
example: Xi_u = 16.0 eV, stress = -0.60 GPa, T = 300 K
example: C11, C12, C44 = 129, 48, 67 GPa
shear strain e_xy: -1.4925 e-3
engineering shear 2 e_xy: -2.9851 e-3
volume strain Tr e: -2.6667 e-3
single-valley shift: -47.76 meV
triple-valley shift: 15.92 meV
splitting E(single)-E(triple): -63.68 meV
model single: |dE/dk| at L 2.4e-12, at 0.9 L 0.575 eV/(2pi/a)
model single: masses/m 1.334, 0.092, 0.092
model triple: |dE/dk| at L 1.9e-12, at 0.9 L 0.573 eV/(2pi/a)
model triple: masses/m 1.341, 0.092, 0.092
thermal energy kT: 25.85 meV; splitting/kT: 2.463
share of electrons in single valley: 0.7965 (unstrained 0.25)
neglected: nonlinear strain terms (model): -0.11 %
neglected: Fermi statistics at 1e+16 cm^-3 changes share by -1.6e-04
mean pressure: 0.20 GPa
neglected: Gamma valley, rough inputs 0.14 eV, +0.08 eV/GPa, mass 0.040 m
  height above single L 204 meV, electrons relative to all L 2.4e-05
neglected: Delta valley, rough inputs 0.19 eV, -0.07 eV/GPa, mass 0.336 m
  height above single L 224 meV, electrons relative to all L 1.6e-03
neglected: 2 degree tilt to [001] spreads triplet by 2.30 meV
  and changes the mean splitting by 0.116 meV
```
